\section*{Interior Bethe-Salpeter Excitons by Contour-Integral Filtering}

\section{Eight excitons from twelve random vectors}

A Bethe-Salpeter matrix for formaldehyde has 192 positive excitation energies, from 0.2391 to 23.433 hartree. Eight lie between 0.60 and 0.80 hartree, with nine below and 175 above. In the run shown here, twelve random vectors, passed once through a rational function of the matrix, give all eight energies with a largest error of $7.7\times10^{-11}$ hartree relative to dense diagonalization of the same matrix. No lower exciton was computed first. The explanation starts with one electron-hole pair, for which every operation can be done by hand.

\section{One pair by hand}

In a round energy unit, let the resonant energy be $A=5$ and the coupling between excitation and de-excitation be $B=3$. The matrix is
\[
H=\begin{pmatrix}5&3\\-3&-5\end{pmatrix}=SK,\qquad
S=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
K=\begin{pmatrix}5&3\\3&5\end{pmatrix}.
\]
Since $\det(\lambda-H)=\lambda^2-25+9$, the eigenvalues are $\pm4$, with vectors $v_+=(3,-1)^T$ and $v_-=(1,-3)^T$. Their ordinary scalar product is 6, but $Kv_+=(12,4)^T$ gives $v_-^TKv_+=12-12=0$. The natural scalar product is therefore $u^TKv$. In it both vectors have squared norm 32.

We want the state at $+4$, using a window with centre $c=4$ and half-width $r=2$. Cauchy's formula gives a function that is one for eigenvalues inside the circle and zero outside:
\[
f(\lambda)=\frac1{2\pi i}\oint\frac{dz}{z-\lambda}.
\]
Put $z=c+re^{i\theta}$ and $x=(\lambda-c)/r$. Then $dz=ire^{i\theta}d\theta$ and $z-\lambda=r(e^{i\theta}-x)$, so
\[
f=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{1-xe^{-i\theta}}
=\frac1\pi\int_0^\pi\mathrm{Re}\,\frac{d\theta}{1-xe^{-i\theta}} .
\]
The second form holds because, for real $x$, the lower half circle gives the complex conjugate of the upper half. With $\theta=\pi(1+t)/2$ and $d\theta=(\pi/2)dt$,
\begin{equation}
f=\frac12\int_{-1}^{1}\mathrm{Re}\,\frac{1}{1-xe^{-i\theta(t)}}\,dt .
\label{half}
\end{equation}
The one-point Gauss rule has node $t=0$ and weight 2. There $\theta=\pi/2$, and the step function becomes
\[
\rho_1(x)=\mathrm{Re}\,\frac1{1+ix}=\frac1{1+x^2}.
\]
The wanted state has $x=0$ and filter value 1. The unwanted one has $x=-4$ and value $1/17$.

The filter acts through a linear solve, without knowledge of the eigenvectors. At $z=4+2i$, $\det(z-H)=z^2-16=-4+16i$. For the start vector $(1,0)^T$,
\begin{align*}
\mathrm{Re}\left[2i\,(z-H)^{-1}\binom10\right]
&=\mathrm{Re}\left[\frac{2i}{-4+16i}\binom{9+2i}{-3}\right]\\
&=\mathrm{Re}\left[\frac{4-i}{34}\binom{9+2i}{-3}\right]
=\frac1{17}\binom{19}{-6}.
\end{align*}
The component ratio is $-6/19$; the eigenvector has $-1/3$.

The start vector is $\frac38v_+-\frac18v_-$, so its unwanted-to-wanted ratio has magnitude $\tau=1/3$. Filtering makes it $\tau=1/51$. The energy estimate is the Rayleigh quotient in the $K$ product,
\[
\mu=\frac{u^TKHu}{u^TKu}=\frac{4-4\tau^2}{1+\tau^2},\qquad
4-\mu=\frac{8\tau^2}{1+\tau^2}.
\]
The error falls from $4/5$ to $4/1301$. Each further pass divides the vector error by 17 and, once $\tau$ is small, the energy error by about $17^2$. The large problem has the same structure, with a better filter and several vectors.

\section{The Bethe-Salpeter problem}

Take real orbitals, singlet excitations and static screening. Label occupied orbitals $i,j$ and empty ones $a,b$, with energies $\varepsilon$. Then
\begin{align*}
A_{ia,jb}&=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-W_{ij,ab},\\
B_{ia,jb}&=2(ia|jb)-W_{ib,ja}.
\end{align*}
The factor 2 in the exchange term comes from the singlet spin sum; $W$ is the screened electron-hole attraction. Define
\[
K=\begin{pmatrix}A&B\\B&A\end{pmatrix},\qquad S=\mathrm{diag}(1,-1),\qquad H=SK,
\]
and assume that $K$ is positive definite. Otherwise the reference state is not a stable minimum in this model, complex energies can occur and $u^TKv$ is no scalar product. In the example the smallest eigenvalue of $K$ is 0.2245 hartree.

Write $K=LL^T$. Then $L^THL^{-T}=L^TSL$ is symmetric, so $H$ has real eigenvalues and a complete set of eigenvectors that can be chosen with $V^TKV=1$. By Sylvester's law $L^TSL$ has as many positive eigenvalues as $S$. Exchanging the two halves of a vector leaves $K$ unchanged and reverses $S$, hence reverses $H$, so the energies come in pairs $\pm\Omega$.

If $B$ is neglected (the Tamm-Dancoff approximation), the positive energies are those of $A$. The filter, convergence and Rayleigh-Ritz formulas below then hold with $H\to A$ and the ordinary scalar product. The shifted systems become $z-A$, and the count of states uses $A-\omega$, whose eigenvalues are $\lambda-\omega$. In the one-pair case this would give 5 instead of 4.

\section{The filter with $q$ nodes}

Let $t_j$ and $w_j$ be the Gauss-Legendre nodes and weights. Applied to (\ref{half}), the rule gives
\begin{equation}
\rho_q(x)=\frac12\sum_{j=1}^q w_j\,\mathrm{Re}\,\frac1{1-xe^{-i\theta_j}},
\qquad \theta_j=\frac{\pi(1+t_j)}2 .
\label{filter}
\end{equation}
The nodes are symmetric under $t\to-t$, which sends $e^{-i\theta}$ to $-e^{i\theta}$; hence $\rho_q(-x)=\rho_q(x)$. Next put $u=e^{-i\theta}$. The complex conjugate of $1/(1-u/x)$ is
\[
\frac{1}{1-1/(ux)}=\frac{-ux}{1-ux},
\]
and adding $1/(1-ux)$ gives 1. Since the weights sum to 2,
\begin{equation}
\rho_q(x)+\rho_q(1/x)=1,\qquad \rho_q(\pm1)=\tfrac12 .
\label{recip}
\end{equation}
The error inside the window thus mirrors the leakage outside, and a state on the edge is halved, whatever $q$ is.

For $q=2$ the nodes are $\pm1/\sqrt3$ with unit weights. Let $\kappa=\cos2\theta_1=-\cos(\pi/\sqrt3)>0$. Adding the two fractions gives
\[
\rho_2(x)=\frac{1-\kappa x^2}{1-2\kappa x^2+x^4}.
\]
This crosses zero at $x^2=1/\kappa$, reaches a negative extremum at $x^2=(1+\sqrt{1-\kappa^2})/\kappa$, where the derivative condition $\kappa-2x^2+\kappa x^4=0$ holds, and then decays as $-\kappa/x^2$. Leakage is therefore not ordered by distance from the window.

\section{How fast the leakage falls with $q$}

For $x>1$ the integrand in (\ref{half}) has poles where $e^{i\theta}=x$. The nearest is at
\[
t_0=-1-is,\qquad s=\frac2\pi\ln x ,
\]
and the others are shifted by multiples of 4. At $t_0$ the derivative of $1-xe^{-i\theta}$ with respect to $t$ is $i\pi/2$, so the singular part of the fraction is $(2i/\pi)/(t_0-t)$.

The Gauss error for such a pole follows from the polynomial $[P_q(t_0)-P_q(t)]/(t_0-t)$. Its degree is $q-1$, so the rule integrates it exactly, and $P_q(t_j)=0$ at the nodes. Equating integral and sum and dividing by $P_q(t_0)$,
\[
\int_{-1}^1\frac{dt}{t_0-t}-\sum_j\frac{w_j}{t_0-t_j}
=\frac{2Q_q(t_0)}{P_q(t_0)},\quad
Q_q(t_0)=\frac12\int_{-1}^1\frac{P_q(t)}{t_0-t}dt .
\]

For large $q$ set $t_0=\cosh\xi$ and $\zeta=e^\xi$ with $|\zeta|>1$. Both $P_q$ and $Q_q$ obey Legendre's equation $f''+\coth\xi\,f'=q(q+1)f$. Substituting $f=\phi/\sqrt{\sinh\xi}$ gives
\[
\phi''=\left[\left(q+\tfrac12\right)^2-\frac1{4\sinh^2\xi}\right]\phi .
\]
At fixed $\xi$ and leading order, $P_q$ grows as $e^{(q+1/2)\xi}$ and $Q_q$ decays as $e^{-(q+1/2)\xi}$, with the same prefactor $1/\sqrt{\sinh\xi}$. Their ratio is $C\zeta^{-(2q+1)}$.

The constant follows at large $t_0$. There $P_q\simeq k_qt_0^q$ with $k_q=2^{-q}\binom{2q}{q}$. Expanding $Q_q$ in $1/t_0$, orthogonality removes all terms before $t_0^{-q-1}$, whose coefficient is $1/[(2q+1)k_q]$. Since $\zeta\simeq2t_0$,
\[
C=\frac{2^{2q+1}}{(2q+1)k_q^2}\to\pi,\qquad
\text{because } k_q\simeq\frac{2^q}{\sqrt{\pi q}} .
\]
Including the factor $\frac12$ in (\ref{half}), the pole contributes $2i\zeta^{-(2q+1)}$ to integral minus sum. The real part of the integral is zero outside the window, so
\begin{equation}
\rho_q(x)\simeq2\,\mathrm{Im}\,\zeta^{-(2q+1)},\qquad
\zeta=t_0+\sqrt{t_0^2-1}.
\label{pole}
\end{equation}
The relative correction to the complex pole term is of order $1/q$. At $x=1.2$ it is 0.057 for $q=8$ and 0.031 for $q=16$. At very large $x$ the other poles matter too and (\ref{pole}) fails. There (\ref{recip}) and an expansion of (\ref{filter}) in $1/x$ give the tail $-x^{-2}\,\frac12\sum_jw_j\cos2\theta_j$. For $q=8$ its coefficient is only about $9\times10^{-11}$: (\ref{pole}) is still good to about 3\% at $x=30$, and the tail is not yet reached at $x=200$.

Close to the edge, $t_0^2-1=2is-s^2$, so $\ln|\zeta|\simeq\mathrm{Re}\sqrt{2is}=\sqrt s$. The square root makes the Gauss filter steep there, since its nodes crowd towards the points where the contour crosses the real axis.

Equal angles $\theta_j=\pi(j-\frac12)/q$ with equal weights provide a comparison. With their conjugates they are the $2q$ roots of $y^{2q}=-1$. Averaging $1/(1-xy)=\sum_kx^ky^k$ over the roots leaves only powers $k=2qn$, with sign $(-1)^n$, so the filter is $1/(1+x^{2q})$; as a rational identity this also holds for $|x|>1$. For $q=8$:
\begin{center}
\begin{tabular}{cccc}
$x$ & Gauss & Eq.~(\ref{pole}) & equal angles\\
1.1 & $-2.32\times10^{-2}$ & $-2.54\times10^{-2}$ & $1.79\times10^{-1}$\\
1.2 & $-3.07\times10^{-3}$ & $-3.02\times10^{-3}$ & $5.13\times10^{-2}$\\
1.5 & $2.44\times10^{-4}$ & $2.48\times10^{-4}$ & $1.52\times10^{-3}$\\
2.0 & $-1.65\times10^{-5}$ & $-1.70\times10^{-5}$ & $1.53\times10^{-5}$
\end{tabular}
\end{center}
At $x=1.1$ and $1.2$ the Gauss nodes suppress a state about 8 and 17 times better. On the edge itself both filters give one half, and at $x=2$ the advantage is gone.

\section{Convergence with subspace size}

Let $\rho_i$ be the filter value of eigenvector $v_i$, ordered so that $|\rho_1|\ge|\rho_2|\ge\dots$. Let $V_1$ hold the first $m$ eigenvectors and $V_2$ the rest. A start block of $m$ vectors is
\[
Y=V_1C_1+V_2C_2 .
\]
For a random block $C_1$ is invertible with probability one. Multiplying by $C_1^{-1}$ does not change the span, which is therefore that of $V_1+V_2G$ with $G=C_2C_1^{-1}$. After $k$ filter passes, column $j$ is $\rho_j^kv_j+\sum_{i>m}\rho_i^kG_{ij}v_i$. Dividing by $\rho_j^k$ shows that the space contains
\[
v_j+\sum_{i>m}\left(\frac{\rho_i}{\rho_j}\right)^kG_{ij}v_i .
\]
The $v_i$ are $K$-orthonormal, so the $K$-norm distance $d_j$ of exciton $j$ from the space obeys
\begin{equation}
d_j\le\left|\frac{\rho_{m+1}}{\rho_j}\right|^k\|Ge_j\| ,
\label{factor}
\end{equation}
where $e_j$ is the $j$th unit vector. If $|\rho_m|>|\rho_{m+1}|$ and the coefficient of $v_{m+1}$ is nonzero, this ratio is also the asymptotic factor per pass. In the one-pair case it is $1/17$ and $\|G\|=1/3$.

A weak filter with $q=2$ makes the factor slow enough to measure. For the slowest exciton in the window, averaged over ten random starts:
\begin{center}
\begin{tabular}{ccc}
$m$ & predicted & measured\\
10 & 0.1016 & 0.0989\\
14 & 0.0211 & 0.0206\\
20 & 0.0194 & 0.0183\\
32 & 0.0107 & 0.0104
\end{tabular}
\end{center}
Four extra vectors beyond $m=10$ reduce the factor almost fivefold; the next six hardly help. The reason is the extremum of $\rho_2$ found above, $-0.0151$ at $|x|=2.86$. The states in places 15 to 21 of the ordered list lie near it, with $|\rho|$ between 0.0140 and 0.0151, so removing a few leaves others almost as large.

If $m$ is smaller than the number $N$ of excitons in the window, $\rho_{m+1}$ belongs to a wanted state and the factor is a ratio of two filter values inside the window. For $q=8$, where the smallest of these is 0.9991, it is close to one. With $q=8$ and $m=6$, the smallest residual after twelve passes is still $1.9\times10^{-3}$ hartree.

\section{Energies from the filtered space}

Given a basis $Q$ of the filtered space, the Rayleigh-Ritz step solves
\[
(Q^TKSKQ)\,y=\mu\,(Q^TKQ)\,y .
\]
For the basis $V_1+V_2E$, with $E$ small, the two matrices are $\Lambda_1+E^T\Lambda_2E$ and $1+E^TE$, where $\Lambda_1,\Lambda_2$ hold the eigenvalues. First-order perturbation theory in $E^TE$ for a simple level $\lambda_j$ gives
\begin{equation}
\mu_j-\lambda_j=\sum_{i>m}E_{ij}^2(\lambda_i-\lambda_j)+O(E^4).
\label{ritz}
\end{equation}
The energy error thus carries the square of the factor in (\ref{factor}). The one-pair error $-8\tau^2$ is the case $\lambda_i-\lambda_j=-8$. For random $E$ with entries of size $3\times10^{-5}$ and $m=14$ in the formaldehyde problem, (\ref{ritz}) missed the actual shifts by at most $5.6\times10^{-5}$ of the largest shift.

\section{The algorithm and its proof of completeness}

Since $S^2=1$, $z-SK=S(zS-K)$ and $(z-H)^{-1}Y=(zS-K)^{-1}SY$. For real $Y$ the filter is
\[
\rho_q(H)Y=\frac12\sum_jw_j\,\mathrm{Re}\left[re^{i\theta_j}(z_jS-K)^{-1}SY\right].
\]
The steps are:
\begin{enumerate}
\item Count the excitons in the window and choose $m>N$.
\item Factorize the $q$ complex symmetric matrices $z_jS-K$ once.
\item Filter the block and perform the Rayleigh-Ritz step.
\item Accept Ritz pairs in the window with a small residual $Hu-\mu u$; repeat from step 3 until $N$ are accepted.
\end{enumerate}

The count needs no eigenvectors. From $Kv=\lambda Sv$ and $V^TKV=1$ follows $V^TSV=\Lambda^{-1}$, hence
\[
V^T(K-\omega S)V=1-\omega\Lambda^{-1}.
\]
For $\omega>0$ the entry $1-\omega/\lambda$ is negative when $0<\lambda<\omega$, and at no other eigenvalue. Congruence preserves the number of negative eigenvalues, which a real symmetric factorization of $K-\omega S$ reveals. At 0.60 and 0.80 hartree the counts are 9 and 17, so $N=17-9=8$.

It remains to show that eight accepted pairs are eight different excitons. Let $X$ hold the $K$-orthonormal Ritz vectors, $M$ their energies and $R=HX-XM$. Put $\hat H=L^TSL$, $\hat X=L^TX$, $\hat R=L^TR$. The Ritz condition gives $\hat X^T\hat R=0$, so
\[
\left(\hat H-\hat R\hat X^T-\hat X\hat R^T\right)\hat X=\hat XM .
\]
The subtracted matrix couples two orthogonal spaces and has norm $\delta=\|\hat R\|$. By Weyl's inequality, $N$ eigenvalues of $H$, counted with multiplicity, lie within $\delta$ of the $N$ Ritz energies. Here $\delta=1.5\times10^{-10}$ hartree, while the nearest Ritz energy is 0.016 hartree from an edge. All eight are inside, and the count allows no ninth.

\section{Reading the formaldehyde run}

The model uses the 6-31G* basis with five spherical $d$ functions per heavy atom, 8 occupied and 24 empty orbitals, and a matrix of dimension $2\times8\times24=384$. Hartree-Fock energies replace quasiparticle energies, and $W$ is the static random-phase interaction from the same orbitals. There is no $GW$ correction, dynamical screening or vibrational motion. The geometry is a chosen round one; its coordinates are in the numerical output.

With $q=8$ and $m=12$, the smallest filter value in the window is 0.9991, and the predicted factor for the slowest exciton is $2.54\times10^{-5}$. The largest distance is $2.14\times10^{-5}$ after one pass and $5.41\times10^{-10}$ after two. Their ratio,
\[
\frac{5.41\times10^{-10}}{2.14\times10^{-5}}=2.53\times10^{-5},
\]
is close to the predicted factor. That factor is asymptotic and (\ref{factor}) is only a bound, so agreement this close already at the second pass is a feature of this single run, not something the derivation guarantees; over 200 random starts the central 80\% of the ratios lay between $2.1\times10^{-5}$ and $2.8\times10^{-5}$. The opening fact now has its explanation: one pass leaves a vector error near $2\times10^{-5}$, whose square is $4.6\times10^{-10}$. The observed $7.7\times10^{-11}$ hartree is this square times 0.17 hartree, which is a check of magnitude only: the largest distance belongs to the state at 0.6676 hartree and the largest energy error to the one at 0.7105. Equation (\ref{ritz}) does not give the number directly, because it needs $E$ small in all $m$ columns. After one pass the eight wanted columns have norms up to $1.3\times10^{-4}$, but the four spare ones reach 7.8, and (\ref{ritz}) would predict $4.0\times10^{-9}$ hartree. The coupling to the other columns, labelled $o$, must be kept: with $h=\Lambda_1-\lambda_j+E^T(\Lambda_2-\lambda_j)E$ the shift is $h_{jj}-h_{jo}h_{oo}^{-1}h_{oj}$. Both terms are quadratic in column $j$ of $E$, and together they reproduce the eight observed errors. After the second pass the error, $1.1\times10^{-14}$ hartree, is set by rounding. The one-pass error depends on the draw: over 200 other random starts the largest error ranged from $4.0\times10^{-11}$ to $1.2\times10^{-7}$ hartree, with median $5.4\times10^{-10}$. The median is stable but the upper end is not, since an unlucky draw makes $C_1$ nearly singular: a different set of 200 starts reached $1.6\times10^{-6}$ hartree.

The negative energies of $H$ do no harm here: their largest filter value is $6.5\times10^{-10}$ in magnitude. A window close to zero energy would bring them nearer.

The excitons found are
\begin{center}
\begin{tabular}{cc@{\qquad}cc}
hartree & eV & hartree & eV\\
0.6161 & 16.77 & 0.7275 & 19.80\\
0.6424 & 17.48 & 0.7378 & 20.08\\
0.6676 & 18.17 & 0.7768 & 21.14\\
0.7105 & 19.33 & 0.7793 & 21.21
\end{tabular}
\end{center}
They lie above the ionization energy of formaldehyde, roughly 11 eV. All eight are therefore embedded in an ionization continuum that a small localized basis cannot describe. Three of them (0.6424, 0.6676 and 0.7275 hartree) lie below the Koopmans threshold of their own dominant hole orbital, the other five above it. The spectrum here depends strongly on the basis: 6-31+G* places 21 states in the same window, 6-311G** 11, cc-pVTZ 13 and aug-cc-pVDZ 37. Merely taking six Cartesian $d$ functions in 6-31G* moves the eight energies by up to 0.0025 hartree. The lowest exciton stays between 0.2366 and 0.2393 hartree in these bases, but at 6.5 eV it lies far above the measured lowest singlet excitation near 4 eV; time-dependent Hartree-Fock in 6-31G* gives 4.5 eV. The tiny numerical errors measure the eigenvalue solver, not the physical accuracy of the model.

Two controls remain for the user. More nodes lower the envelope of the leakage, though not its value at every $x$ and every step in $q$, at the price of more factorizations; more vectors move $\rho_{m+1}$ further down the list at the price of more right-hand sides. A state lying on an edge keeps the filter value $\frac12$ and still converges when $m$ is large enough, but neither control settles its membership of the window, which is undecided at finite precision. Moving the edge into a gap does.

\section*{Computed results}
\begin{verbatim}
Formaldehyde, 6-31G*, coordinates in angstrom:
  C 0.00 0.00 0.00
  O 0.00 0.00 1.20
  H 0.00 0.94 -0.58
  H 0.00 -0.94 -0.58
occupied, virtual orbitals: 8, 24; dimension of H: 384
smallest eigenvalue of K: 0.2245 hartree
lowest exciton: 0.2391, highest: 23.433 hartree
window: 0.60 to 0.80 hartree
inertia counts at edges: 9, 17; N = 8
x, Gauss filter q=8, pole estimate, equal-angle filter q=8:
  1.1 -2.320e-02 -2.541e-02  1.787e-01
  1.2 -3.065e-03 -3.016e-03  5.131e-02
  1.5  2.435e-04  2.481e-04  1.520e-03
  2.0 -1.648e-05 -1.702e-05  1.526e-05
relative miss of complex pole term at x=1.2, q=8 and 16: 0.0571, 0.0312
smallest filter value inside, q=8: 0.9991
largest |filter| on negative energies, q=8: 6.48e-10
main run: q = 8, m = 12, predicted worst factor = 2.54e-05
step, Ritz in window, accepted, max distance (K-norm), max energy error (hartree):
  1 8 0 2.14e-05 7.68e-11
  2 8 8 5.41e-10 1.14e-14
block residual: 1.5e-10 hartree; edge margin: 0.01615 hartree
final error against dense solution: 1.1e-14 hartree
excitons found, hartree (eV):
  0.616148 (16.766)  0.642356 (17.479)  0.667567 (18.165)
  0.710537 (19.335)  0.727487 (19.796)  0.737829 (20.077)
  0.776837 (21.139)  0.779326 (21.207)
m = 6, 12 steps: smallest residual 1.9e-03 hartree
weak filter q=2: m, predicted factor, measured factor:
  10 0.1016 0.0989
  14 0.0211 0.0206
  20 0.0194 0.0183
  32 0.0107 0.0104
relative miss of quadratic Ritz shift: 5.6e-05
\end{verbatim}
